# Energy-Independent Neutral-Impurity Scattering from Erginsoy's Cross-Section

## A special case: two carriers

Two carriers move among the same neutral impurities. The impurities have Bohr radius $a$, and each presents the cross-section $\sigma=20a/k$ to a carrier of wave number $k$. Let the first carrier have $ka=0.25$ and the second $ka=0.5$. Then
$$\sigma_1=\frac{20a^2}{0.25}=80a^2,\qquad \sigma_2=\frac{20a^2}{0.5}=40a^2 .$$
In a parabolic band the speed is $\hbar k/m$, so the second carrier is twice as fast. It sees targets half as large and passes them twice as often. The product $v\sigma$, the volume swept per unit time, is the same for both:
$$v_1\sigma_1=\frac{0.25\,\hbar}{ma}\,80a^2=\frac{20\hbar a}{m}=\frac{0.5\,\hbar}{ma}\,40a^2=v_2\sigma_2 .$$
The two carriers scatter at the same rate, although their energies differ by a factor of four.

## Assumptions and theorem

SI units are used, $e>0$, and $k$ is measured from the band minimum.

1. The band is parabolic and isotropic: $E=\hbar^2k^2/2m$.
2. The impurities are neutral, hydrogenic, static and randomly placed, with density $N$. They scatter elastically and independently.
3. The cross-section is Erginsoy's, $\sigma=20a/k$, and the scattering is isotropic.

The factor 20 is a rounded fit, not a constant of nature. The fit serves in a window of about $0.1<ka<0.5$; its quality is examined below.

**Theorem.** Under these assumptions the momentum relaxation rate is
$$\frac1\tau=\frac{20N\hbar a}{m}=\frac{80\pi\varepsilon\hbar^3N}{m^2e^2},$$
independent of energy, and the low-field mobility is
$$\mu=\frac{e\tau}{m}=\frac{e}{20N\hbar a}=\frac{e^3m}{80\pi\varepsilon\hbar^3N},$$
independent of temperature at fixed $N$.

## Lemma 1: the impurity's scales

*The ground state has radius $a=4\pi\varepsilon\hbar^2/(me^2)$ and binding energy $R=\hbar^2/(2ma^2)$. A free carrier has $(ka)^2=E/R$.*

*Proof.* Insert $\phi\propto e^{-r/a}$ into the effective-mass equation. Since $\phi''=\phi/a^2$ and $\phi'/r=-\phi/(ar)$,
$$-\frac{\hbar^2}{2m}\left(\phi''+\frac2r\phi'\right)-\frac{e^2}{4\pi\varepsilon r}\phi
=\left[-\frac{\hbar^2}{2ma^2}+\frac1r\left(\frac{\hbar^2}{ma}-\frac{e^2}{4\pi\varepsilon}\right)\right]\phi .$$
This equals $-R\phi$ at every $r$ if the $1/r$ bracket vanishes, which fixes $a$; the remainder gives $R$. The function has no node, so it is the ground state. Finally $E/R=(\hbar^2k^2/2m)(2ma^2/\hbar^2)=(ka)^2$. ∎

## Lemma 2: from cross-section to relaxation rate

*For elastic scattering, $1/\tau=Nv\sigma_m$, where $\sigma_m=\int|f|^2(1-\cos\theta)\,d\Omega$ and $f(\theta)$ is the scattering amplitude. If $f$ does not depend on angle, $\sigma_m=\sigma$.*

*Proof.* In time $dt$ a carrier sweeps the volume $\sigma v\,dt$, which holds $N\sigma v\,dt$ impurities on average. Collisions into $d\Omega$ therefore occur at the rate $Nv|f|^2d\Omega$. Such a collision turns $\mathbf k$ by $\theta$. Averaged over azimuth, the new wave vector is $\mathbf k\cos\theta$, so the mean loss is $(1-\cos\theta)\mathbf k$. Summing over angles gives $d\langle\mathbf k\rangle/dt=-Nv\sigma_m\mathbf k$. For constant $|f|^2$ the cosine integrates to zero. ∎

The same step serves the Boltzmann equation. A small field produces a deviation $g=\mathbf c(E)\cdot\mathbf k$ from equilibrium, and elastic collisions change it at the rate $-g/\tau$.

## Proof of the theorem

The group velocity is
$$v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar k}{m}.$$
By Lemma 2 and the third assumption,
$$\frac1\tau=N\,\frac{\hbar k}{m}\,\frac{20a}{k}=\frac{20N\hbar a}{m}.$$
Inserting $a$ from Lemma 1 gives $20N\hbar\cdot4\pi\varepsilon\hbar^2/(m^2e^2)$, the second form.

For the mobility, let a field $F$ act along $x$ on electrons of charge $-e$. In the steady state, to first order in $F$,
$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac g\tau
\quad\Rightarrow\quad g=\frac{eF\tau}{\hbar}\frac{\partial f_0}{\partial k_x}.$$
The mean velocity is $\sum v_xg/\sum f_0$. Because $\tau$ is constant it leaves the sum, and integration by parts gives
$$\langle v_x\rangle=\frac{eF\tau}{\hbar}\,\frac{\sum v_x\,\partial f_0/\partial k_x}{\sum f_0}
=-\frac{eF\tau}{\hbar}\,\frac{\sum f_0\,\partial v_x/\partial k_x}{\sum f_0}=-\frac{e\tau}{m}F,$$
since $\partial v_x/\partial k_x=\hbar/m$. The boundary term vanishes because $f_0$ falls to zero at large $k$. Electrons drift against the field, and $\mu=-\langle v_x\rangle/F=e\tau/m$. ∎

**Remark on mass and permittivity.** One factor $1/m$ in the rate comes from the speed, the other from the radius. At fixed $N$ and $\varepsilon$, halving $m$ multiplies the rate by four but halves the mobility. It also halves $R$, which moves the window to lower energies.

**Remark on parabolicity.** Keep $\sigma=20a/k$ but let $E(1+\alpha E)=\hbar^2k^2/2m$. Differentiation gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, hence
$$\frac1\tau=\frac{20N\hbar a}{m}\,\frac1{1+2\alpha E}.$$
The wave number still cancels, but the rate now falls with energy.

## Where the inverse-momentum law comes from

A carrier meeting a neutral donor forms a two-electron problem. Measure lengths in $a$ and energies in $\hbar^2/(ma^2)=2R$. The Hamiltonian becomes
$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}},$$
which contains no material parameter. Therefore $\sigma/a^2$ depends on $ka$ alone. Define $G(ka)=k\sigma_m/a$. Lemma 2 then gives, without Erginsoy's fit,
$$\frac1\tau=\frac{N\hbar a}{m}\,G(ka).$$
The rate is constant to the extent that $G$ is flat; Erginsoy's law sets $G=20$.

**Static-exchange equation.** From here to the end of this section $k$ stands for $ka$. Take
$$\Psi=\phi(\mathbf r_1)F(\mathbf r_2)\pm F(\mathbf r_1)\phi(\mathbf r_2),\qquad \phi=e^{-r}/\sqrt\pi,$$
with the upper sign for the spin singlet and the lower for the triplet. The energy is $-\tfrac12+\tfrac12k^2$. Multiply $(H-E)\Psi=0$ by $\phi(\mathbf r_1)$ and integrate over $\mathbf r_1$.

In the direct term, the bound charge inside radius $r$ is $1-e^{-2r}(1+2r+2r^2)$, and the outer shells add the potential $\int_r^\infty4se^{-2s}ds=e^{-2r}(1+2r)$. With the nucleus,
$$V=-\frac1r+\frac{1-e^{-2r}(1+2r+2r^2)}r+e^{-2r}(1+2r)=-\left(1+\frac1r\right)e^{-2r}.$$

In the exchange term, the one-electron operator of particle 2 acts on $\phi$ and gives $-\tfrac12$. That of particle 1 can be moved onto the left-hand $\phi$, whose decay removes the surface terms, and gives another $-\tfrac12$. Subtracting $E$ leaves $-\tfrac12(1+k^2)$. For an s wave put $F=u/r$ and $P=2re^{-r}$. The angular average of $1/r_{12}$ is $1/r_>$, with $r_>$ the larger of $r$ and $s$, so
$$-\tfrac12u''+\left(V-\tfrac12k^2\right)u\pm P(r)\int_0^\infty P(s)u(s)\left[\frac1{r_>}-\frac{1+k^2}2\right]ds=0 .$$
A p wave has the extra term $u/r^2$ on the left, the kernel $r_</(3r_>^2)$ in place of $1/r_>$, and no overlap term, because $F$ is then orthogonal to $\phi$.

The exchange terms can be checked: for the triplet, $F=\phi$ makes $\Psi$ vanish, so $u=P$ must solve the equation. On an 800-point grid the largest residual is $2.7\times10^{-4}$ in these units, consistent with discretization error.

**Cross-section.** Outside the target the s wave is $A\sin(kr+\delta)/(kr)$. Its difference from the incident part $\sin(kr)/(kr)$ must contain no incoming wave, which requires $A=e^{i\delta}$. The difference is $e^{i\delta}\sin\delta\,e^{ikr}/(kr)$, so $f=e^{i\delta}\sin\delta/k$. For random spins the singlet and triplet have weights $\tfrac14$ and $\tfrac34$, and their spin projectors are orthogonal, so no cross term survives:
$$\frac{\sigma}{a^2}=\frac{4\pi}{k^2}\left(\tfrac14\sin^2\delta_++\tfrac34\sin^2\delta_-\right).$$
Including the p wave,
$$f=\frac1k\left(e^{i\delta_0}\sin\delta_0+3e^{i\delta_1}\sin\delta_1\cos\theta\right).$$
Squaring, multiplying by $1-\cos\theta$ and integrating gives, in each spin channel,
$$\frac{\sigma_m}{a^2}=\frac{4\pi}{k^2}\left[\sin^2\delta_0+3\sin^2\delta_1-2\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\right].$$
The last term is interference and may have either sign.

The numerical solution, with s and p waves only on an 800-point grid, gives the values of $G$ below. The last digit is not everywhere converged. Waves up to $l=4$ lower the third column by at most 0.1 and the fourth by 0.2, 0.6 and 1.0 at $ka=0.3$, 0.4 and 0.5. A converged radial solution raises the last column by up to 0.2.

| $ka$ | s wave | s+p, momentum | with polarisation | without exchange |
|---|---|---|---|---|
| 0.1 | 19.5 | 19.6 | 13.5 | 54.7 |
| 0.2 | 23.7 | 24.3 | 21.7 | 42.7 |
| 0.3 | 22.9 | 24.7 | 26.3 | 31.1 |
| 0.4 | 21.1 | 24.2 | 29.0 | 23.4 |
| 0.5 | 19.2 | 23.0 | 28.9 | 18.2 |

Over a fivefold range of $k$, the tabulated s-wave $G$ stays between 19.2 and 23.7. Within static exchange, this is the content of the inverse-momentum law; polarisation of the donor makes $G$ less flat at the low end of the window, as shown next. Momentum transfer with the p wave reaches 24.7, some 23% above 20.

Static exchange freezes the donor and omits correlation. The fourth column adds the attraction of an induced dipole, $-(4.5/2r^4)\left[1-e^{-(r/2)^6}\right]$, with the triplet wave kept orthogonal to the bound orbital. The cutoff radius of 2 is a choice, so this column is a model and no accurate value. It varies by a factor of about two across the window; cutoff radii of 1.5 and 3 change that factor to about 3.5 and 1.5. For all these radii $G$ at $ka=0.1$ lies below the static-exchange value, between 9.5 and 16.6. Published correlated electron–hydrogen phase shifts give about 14 there and 22 to 26 for $0.2\le ka\le0.5$, so static exchange overstates the flatness at the low end of the window.

The last column keeps the static potential and drops exchange. Then $G$ falls threefold. Within this model the flatness thus depends on exchange and is no general property of a neutral target.

## Proposition: the law fails at low energy

*For a short-range target without a zero-energy resonance, $\sigma$ tends to a constant as $k\to0$. If that constant is not zero, $1/\tau\propto k$.*

*Proof.* For angular momentum $l$ the centrifugal barrier keeps slow carriers out of the target, and $\delta_l\propto k^{2l+1}$. The waves with $l\ge1$ therefore drop out of both $\sigma$ and $\sigma_m$ as $k\to0$, and the s wave alone remains, for which $\sigma_m=\sigma$. At zero energy its outer solution is a straight line, $u\propto r-A$, with $A$ the scattering length. For small $kr$ the form $\sin(kr+\delta)$ is proportional to $r+\tan\delta/k$, so $\tan\delta\to-kA$. Then $\sin^2\delta\to k^2A^2$, and $k^2$ cancels in
$$\frac\sigma{a^2}\to4\pi\left(\tfrac14A_+^2+\tfrac34A_-^2\right).$$
Unless both scattering lengths vanish, this limit is positive, and with $v\propto k$ the rate is proportional to $k$. ∎

A polarisable donor also has a dipole tail proportional to $r^{-4}$, so it is not strictly short-ranged. The phases with $l\ge1$ then fall only as $k^2$. They still drop out as $k\to0$, and the scattering length stays finite, so the limit has the same form.

Static exchange gives $\sigma/a^2=257$ at $ka=0.01$ and 255 at $ka=0.02$, while $G$ doubles from 2.57 to 5.10. Erginsoy's formula would give $\sigma/a^2=2000$ and 1000. Its divergence at $k=0$ lies outside its range. The size of the constant depends on correlation: the polarisation model gives about 137 at $ka=0.01$, roughly half the static-exchange value.

## Worked example: a doped semiconductor at 30 K

Take $m=0.30\,m_0$, relative permittivity 11.7 and $N=10^{17}\ \mathrm{cm^{-3}}$. These are rough values in the regime of phosphorus-doped silicon, cold enough for most donors to hold their electrons.

Lemma 1 gives $a=2.064$ nm and $R=29.82$ meV. The window $0.1<ka<0.5$ therefore covers 0.30 to 7.45 meV. At 30 K, $k_BT=2.585$ meV. A representative energy is $2.5k_BT=6.463$ meV, the mean energy under the transport weight derived below. There
$$ka=\sqrt{6.463/29.82}=0.466,\qquad k=0.2256\ \mathrm{nm^{-1}},\qquad v=8.705\times10^4\ \mathrm{m/s},$$
$$\sigma=\frac{20\times2.064}{0.2256}=183\ \mathrm{nm^2},$$
$$\frac1\tau=10^{23}\times8.705\times10^4\times1.83\times10^{-16}=1.59\times10^{12}\ \mathrm{s^{-1}}.$$
The lifetime is 0.628 ps. With $e/\hbar=1.519\times10^{15}$ in SI units,
$$\mu=\frac{1.519\times10^{15}}{20\times10^{23}\times2.064\times10^{-9}}=0.368\ \mathrm{m^2/Vs}=3680\ \mathrm{cm^2/Vs}.$$

The mean free path is $v\tau=54.7$ nm, so $kv\tau=12.3$, and the carrier completes about two wavelengths between collisions. The donor spacing $N^{-1/3}=21.5$ nm is ten times $a$, so most donors can be treated as separate atoms. At random positions, however, a fraction $1-e^{-4\pi N(4a)^3/3}\approx0.21$ of them has a neighbour within $4a$, and the model ignores the interaction in such pairs. The spacing is also shorter than the wavelength $2\pi/k=27.9$ nm. Independent scattering thus rests on random positions and on $kv\tau\gg1$; interference between donors has not been computed. Under the law $kv\tau=(ka)^2/(20Na^3)$, which falls to 2.3 at $ka=0.2$ and to 0.57 at $ka=0.1$. At this density the assumption of independent scattering therefore fails towards the lower end of the window.

**Thermal average when $G$ varies.** For non-degenerate carriers $-df_0/dE=f_0/k_BT$, the angular mean of $v_x^2$ is $2E/3m$, and the density of states is proportional to $\sqrt E$. Hence
$$\mu=e\,\frac{\sum v_x^2\tau(-df_0/dE)}{\sum f_0}
=\frac em\,\frac{\frac{2}{3k_BT}\int E^{3/2}\tau e^{-E/k_BT}dE}{\int E^{1/2}e^{-E/k_BT}dE}.$$
By parts, the denominator is $\frac2{3k_BT}\int E^{3/2}e^{-E/k_BT}dE$. The mobility is therefore $e/m$ times $\tau$ averaged with weight $E^{3/2}e^{-E/k_BT}$.

With the static-exchange s+p values of $G$, the mobility relative to the law is about 1.28 at 1 K, 0.83 at 10 K and 0.88 at 30 K; higher partial waves move the last value to 0.89. These ratios depend on the scattering model: with polarisation they become 2.0, 0.88 and 0.78. The window holds 23%, 98% and 67% of the weight at these temperatures. At 1 K most of the weight lies below $ka=0.1$, where $G$ drops and the mobility rises above the law.

These ratios do not contain $N$, but the two lower temperatures call for donors more dilute than in this example. At $10^{17}\ \mathrm{cm^{-3}}$ the value of $kv\tau$ at $2.5k_BT$ is 4.1 at 10 K and only 0.41 at 1 K. Thermal carriers are also frozen out at both temperatures, so the averages there describe carriers supplied in another way, for instance by light, that have come to the lattice temperature.

## The model beside real silicon

Silicon's conduction valleys are anisotropic. Rough masses of $0.92$ and $0.19\,m_0$ give a conductivity average of 0.258 and a density-of-states average of $0.321\,m_0$. Used as the single mass $m$, these give 3170 and 3940 cm²/Vs. The phosphorus donor has a binding energy of roughly 45 meV, against 29.8 meV for the model donor. The radius $\hbar/\sqrt{2mE_d}$ is then 1.68 nm. Putting it into $20N\hbar a/m$ at fixed mass lowers the rate by 19%. The donor ground state is spread equally over six valleys. Each has weight $\tfrac16$ in it, which should weaken exchange with a carrier in one valley. The column without exchange shows the possible scale: at $ka=0.2$, or 1.2 meV, $G$ is about twice Erginsoy's value. A mobility from the law here is thus an estimate with an uncertainty of tens of per cent, possibly more for the slowest carriers.

Devices at room temperature leave the model in at least three ways. Most phosphorus donors at this density are then ionised, so few neutral scatterers remain. Also, at 300 K the energy $2.5k_BT$ is about 65 meV, or $ka\approx1.5$, which lies outside the window and above the threshold for exciting the donor. Finally, phonons then scatter far more strongly than the few remaining neutral donors, as the estimate below shows. At 30 K, suppose acceptors at a chosen $10^{14}\ \mathrm{cm^{-3}}$ compensate some donors. Equilibrium with a donor level of spin degeneracy two,
$$\frac{n(n+N_A)}{N-N_A-n}=\frac{N_c}2e^{-E_d/k_BT},$$
where $N_c$ is the effective density of states of the six valleys and $N$ here counts all donors, gives $n=1.1\times10^{13}\ \mathrm{cm^{-3}}$. About 0.1% of the donors are ionised, and $n/N_c\approx10^{-5}$, so degeneracy is negligible.

The charged centres, donors and acceptors together, number $2.1\times10^{14}\ \mathrm{cm^{-3}}$. Classical Coulomb deflection obeys $\tan(\theta/2)=b_0/b$ with $b_0=e^2/(8\pi\varepsilon E)$. Then $1-\cos\theta=2b_0^2/(b^2+b_0^2)$, and cutting the impact parameter $b$ at half the ion spacing gives
$$\sigma_m=\int_0^{b_{\max}}\frac{2b_0^2}{b^2+b_0^2}\,2\pi b\,db=2\pi b_0^2\ln\left(1+\frac{b_{\max}^2}{b_0^2}\right).$$
At the representative energy this adds 3% to the neutral rate. The cutoff is a choice, and a screened Coulomb potential in its place can change this figure by a factor of about two. Heavier compensation raises the share, though less than in proportion, because $b_{\max}$ and with it the logarithm shrink: a tenfold charged density gives about 19%.

For acoustic phonons, equipartition gives each mode of dilation $\Delta$ in volume $\Omega$ the elastic energy $\tfrac12\rho s^2\Omega\langle\Delta^2\rangle=\tfrac12k_BT$, where $\rho$ is the density and $s$ the sound speed. The golden rule with deformation potential $\Xi$ and density of states per spin $k^2/(2\pi^2\hbar v)$ yields
$$\frac1{\tau_{ac}}=\frac{2\pi}\hbar\,\frac{\Xi^2k_BT}{\rho s^2}\,\frac{k^2}{2\pi^2\hbar v}.$$
Rough inputs of 9 eV, 2330 kg/m³ and 9000 m/s give 5% of the neutral rate at 30 K. Equipartition is marginal there, since a backscattering phonon has $2\hbar sk\approx k_BT$; the Bose factor then exceeds its classical value by up to 9%. At the energy $2.5k_BT$ the phonon rate grows as $T^{3/2}$, so at 300 K it is about 1.5 times the rate the law would give with every donor neutral. Non-parabolicity with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$ changes the rate by 0.6%.

Exciting the hydrogenic donor to its second level requires $E>\tfrac34R$, or $ka>0.866$, where 0.4% of the transport weight lies. Valley-split donor states open inelastic channels at lower energies. With a rough splitting of 12 meV, about a tenth of the transport weight at 30 K lies above the threshold. These channels are left out, as are hopping between donors and heating by the field.

## Numbers as computed

```
mass 0.30 m0, relative permittivity 11.7
neutral donors 1.0e+17 cm^-3, temperature 30 K
Bohr radius: formula 2.0638 nm, diagonalized 2.0638 nm
binding: formula 29.817 meV, diagonalized 29.817 meV
kT 2.585 meV, representative energy 2.5 kT 6.463 meV
there: k 0.2256 nm^-1, ka 0.466, speed 8.705e+06 cm/s
there: cross-section 20a/k 183.0 nm^2
scattering rate 1.5928e+12 s^-1, lifetime 0.6278 ps
  rate from flux at ka=0.10, E=0.298 meV: 1.5928e+12 s^-1
  rate from flux at ka=0.25, E=1.864 meV: 1.5928e+12 s^-1
  rate from flux at ka=0.50, E=7.454 meV: 1.5928e+12 s^-1
mobility 3680.8 cm^2/Vs = 0.3681 m^2/Vs
mobility by k integral: 10 K 3680.8, 30 K 3680.8 cm^2/Vs
mean free path 54.7 nm, k times path 12.33
triplet-equation residual of bound orbital 2.7e-04 (atomic units)
grid check at ka=0.3: G 24.658 (400 points), 24.653 (800)
G = k sigma/a (law: 20), static exchange; columns: s-wave total,
  s+p momentum, same with polarisation model, same without exchange
  ka=0.1: 19.54  19.60  13.45  54.67
  ka=0.2: 23.72  24.31  21.74  42.70
  ka=0.3: 22.87  24.65  26.30  31.08
  ka=0.4: 21.12  24.24  28.96  23.44
  ka=0.5: 19.15  23.00  28.90  18.24
low energy: G(0.01) 2.57, G(0.02) 5.10
  sigma/a^2 there 257.4 and 254.9
1 K: mobility with computed G / law 1.290, weight in window 0.227
10 K: mobility with computed G / law 0.835, weight in window 0.979
30 K: mobility with computed G / law 0.882, weight in window 0.669
30 K weight above inelastic threshold ka=0.866: 3.96e-03
masses: long 0.92, transverse 0.19, conductivity 0.258, DOS 0.321 m0
mobility with those two averages 3169 and 3944 cm^2/Vs
donor binding 45 meV: radius 1.680 nm, rate factor 0.814
acceptors 1.0e+14, free electrons 1.08e+13 cm^-3
ionised donor fraction 1.11e-03, n/Nc 1.24e-05
ionised centres 2.11e+14 cm^-3: rate 4.57e+10 s^-1, ratio 0.029
phonon inputs: 9 eV, 2330 kg/m^3, 9000 m/s
acoustic phonons: rate 7.64e+10 s^-1, ratio 0.048
non-parabolicity 0.5 /eV: rate factor 0.99360
donor spacing N^(-1/3) 21.54 nm, N^(1/3) a 0.0958
```
